**Quasi-electric forces and zero equilibrium current in a graded crystal**

For a conduction edge \(E_c(x)\) and mass \(m(x)\), the force on the crystal momentum \(k\) is \(-E_c'+(k^2/2m)(\ln m)'\). Its thermal mean is \(-E_c'+k_{\mathrm B}T(\ln N_c)'\), where \(T\) is the temperature and \(N_c\) the effective density of states. The program asserts that wave packets propagated on graded chains follow this law in conduction and valence bands, within stated tolerances. It also asserts that the equilibrium density found by diagonalization agrees with the effective-density-of-states formula. Boltzmann fluxes from phase-space differences and quadrature are compared with the drift-diffusion formula for both carriers, two density gradients and two scattering laws. With the density gradient from diagonalization, the net electron flux is about 0.1% of the density-of-states term in magnitude. Omitting that term would leave a false equilibrium current of about 140 A/cm² in the example.

## Program and output

```python
# RESULT UNDER TEST (Hartree atomic units, hbar = e = 1)
# In a graded crystal with conduction edge Ec(x) and mass m(x), an electron obeys
#   dk/dt = -Ec' + (k^2/2m) (ln m)',
# and its nondegenerate thermal particle flux is
#   flux = mu*n*(-Ec' + kT*(ln Nc)') - mu*kT*n',   Nc = 2*(m*kT/(2*pi))**1.5,
# which vanishes in equilibrium. Holes: replace -Ec' by +Ev' and m by the hole mass.
# x: position, k: crystal momentum, n: density, mu: mobility, kT: thermal energy.
# band sign = +1: conduction band; -1: valence band (energy Ev - k^2/2m_h).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal

LENGTH = 10000.0
KT = 0.001
FERMI = -0.004
TAU = 2000.0
MID = LENGTH / 2
# Linear profiles: (value at x=0, slope)
EDGE_C = (0.0, 0.004 / LENGTH)
EDGE_V = (-0.06, -0.002 / LENGTH)
MASS_E = (0.06, 0.06 / LENGTH)
MASS_H = (0.20, 0.10 / LENGTH)
FLAT = (0.0, 0.0)


def line(profile, x):
    return profile[0] + profile[1] * x


def graded_chain(edge, mass, sign, spacing):
    """Tight-binding chain whose local band has the given edge and mass."""
    count = int(round(LENGTH / spacing))
    x = spacing * (np.arange(count) + 0.5)
    hop = 1 / (2 * line(mass, spacing * np.arange(count + 1)) * spacing**2)
    diagonal = line(edge, x) + sign * (hop[:-1] + hop[1:])
    return x, diagonal, hop[1:-1]


def packet_run(edge, mass, sign, k_start, duration):
    """Exact lattice propagation; returns mean x, k, velocity at start and end."""
    spacing, width, x_start = 5.0, 400.0, 2500.0
    x, diagonal, hop = graded_chain(edge, mass, sign, spacing)
    energy, vectors = eigh_tridiagonal(diagonal, -sign * hop)
    psi = np.exp(-(x - x_start)**2 / (4 * width**2) + 1j * k_start * x)
    psi /= np.linalg.norm(psi)
    later = vectors @ (np.exp(-1j * energy * duration) * (vectors.T @ psi))
    results = []
    for state in (psi, later):
        bond = state[:-1].conj() * state[1:]
        results.append((np.sum(abs(state)**2 * x),
                        np.angle(bond.sum()) / spacing,
                        sign * 2 * spacing * np.sum(hop * bond.imag)))
    return results


def trajectory(edge, mass, sign, x_start, k_start, duration, mass_force=True):
    """Semiclassical path from the derived force law."""
    def rate(_, state):
        x, k = state
        m = line(mass, x)
        extra = sign * k**2 / (2 * m) * mass[1] / m if mass_force else 0.0
        return [sign * k / m, -edge[1] + extra]
    path = solve_ivp(rate, (0, duration), [x_start, k_start],
                     rtol=1e-9, atol=1e-11)
    return path.y[:, -1]


def quantum_density():
    """3D equilibrium density from diagonalization at each transverse momentum."""
    spacing = 10.0
    x, diagonal, hop = graded_chain(EDGE_C, MASS_E, 1, spacing)
    m_ref = line(MASS_E, MID)
    total = np.zeros_like(x)
    for s, weight in zip(*np.polynomial.laguerre.laggauss(8)):
        transverse = KT * s * m_ref / line(MASS_E, x)
        energy, vectors = eigh_tridiagonal(diagonal + transverse, -hop)
        total += weight * np.exp(s) * (vectors**2 @ np.exp((FERMI - energy) / KT))
    return x, total * m_ref * KT / (np.pi * spacing)


def kinetic_flux(edge, mass, sign, density, log_slope, tau_slope=0.0):
    """Boltzmann flux and mean carrier force at MID by phase-space differences.
    The relaxation time is TAU*(1 + tau_slope*kinetic_energy/kT)."""
    m_mid = line(mass, MID)
    q, wq = np.polynomial.hermite.hermgauss(24)
    s, ws = np.polynomial.laguerre.laggauss(16)
    q, s = np.meshgrid(q, s, indexing="ij")
    scale = np.sqrt(2 * m_mid * KT)
    kx, kt2 = scale * q, scale**2 * s
    weight = np.outer(wq, ws) * np.exp(q**2 + s)
    weight *= 2 / (2 * np.pi)**3 * np.pi * scale**3

    def band(x, k):
        return line(edge, x) + sign * (k**2 + kt2) / (2 * line(mass, x))

    def occupation(x, k):
        m = line(mass, x)
        n = density * np.exp(log_slope * (x - MID))
        return (n / 2 * (2 * np.pi / (m * KT))**1.5
                * np.exp(-(k**2 + kt2) / (2 * m * KT)))

    dx, dk = 1.0, 1e-5

    def slope_x(function):
        return (function(MID + dx, kx) - function(MID - dx, kx)) / (2 * dx)

    def slope_k(function):
        return (function(MID, kx + dk) - function(MID, kx - dk)) / (2 * dk)

    velocity, force = slope_k(band), -slope_x(band)
    streaming = velocity * slope_x(occupation) + force * slope_k(occupation)
    tau = TAU * (1 + tau_slope * (q**2 + s))
    flux = np.sum(weight * velocity * (-tau * streaming))
    filled = weight * occupation(MID, kx)
    return flux, sign * np.sum(filled * force) / np.sum(filled)


# Operator ordering: the two kinetic operators differ by -(1/4)(1/m)''
z = sp.symbols("z")
w, f = sp.Function("w")(z), sp.Function("f")(z)
symmetric = -(sp.diff(w * f, z, 2) + w * sp.diff(f, z, 2)) / 4
sandwiched = -sp.diff(w * sp.diff(f, z), z) / 2
assert sp.simplify(symmetric - sandwiched + sp.diff(w, z, 2) * f / 4) == 0

# Wave packets: flat edge, graded conduction edge, graded valence edge
DURATION = 9000.0
print("Packet duration [a.u. of time]:", DURATION)
cases = [("flat edge", FLAT, MASS_E, 1, 0.03),
         ("conduction", EDGE_C, MASS_E, 1, 0.03),
         ("valence", EDGE_V, MASS_H, -1, -0.04)]
for name, edge, mass, sign, k_start in cases:
    (x0, k0, v0), (x1, k1, v1) = packet_run(edge, mass, sign, k_start, DURATION)
    xs, ks = trajectory(edge, mass, sign, x0, k0, DURATION)
    xn, kn = trajectory(edge, mass, sign, x0, k0, DURATION, False)
    # Finite packet width and lattice nonparabolicity limit the agreement.
    assert abs(x1 - xs) < 0.015 * abs(xs - x0)
    assert abs(k1 - ks) < 0.06 * abs(ks - kn)
    print(f"{name}: x start, end, path [bohr]: {x0:.1f}, {x1:.1f}, {xs:.1f}")
    print(f"{name}: k start, end [1/bohr]: {k0:.5f}, {k1:.5f}")
    print(f"{name}: k path, path without mass force [1/bohr]: {ks:.5f}, {kn:.5f}")
    print(f"{name}: velocity start, end [a.u.]: {v0:.4f}, {v1:.4f}")
    if name == "flat edge":
        root = np.sqrt(line(mass, x1) / line(mass, x0))
        assert abs(k1 / k0 / root - 1) < 0.01
        assert abs(v1 / v0 * root - 1) < 0.01
        print(f"flat edge: k ratio, velocity ratio, sqrt(mass ratio): "
              f"{k1/k0:.4f}, {v1/v0:.4f}, {root:.4f}")

# Equilibrium density: diagonalization against the effective density of states
x, n_quantum = quantum_density()
n_formula = (2 * (line(MASS_E, x) * KT / (2 * np.pi))**1.5
             * np.exp((FERMI - line(EDGE_C, x)) / KT))
inside = (x > 2000) & (x < 8000)
deviation = np.max(abs(n_quantum[inside] / n_formula[inside] - 1))
assert deviation < 3e-3
left, right = np.argmin(abs(x - 4805)), np.argmin(abs(x - 5195))
slope_quantum = np.log(n_quantum[right] / n_quantum[left]) / (x[right] - x[left])
n_mid = np.exp(np.interp(MID, x, np.log(n_quantum)))

m_mid = line(MASS_E, MID)
log_mass_slope = MASS_E[1] / m_mid
dos_force = 1.5 * KT * log_mass_slope
mean_force = -EDGE_C[1] + dos_force
assert abs(slope_quantum * KT - mean_force) < 0.02 * dos_force

# Boltzmann flux for arbitrary density gradients, both bands, two scattering laws
for edge, mass, sign in ((EDGE_C, MASS_E, 1), (EDGE_V, MASS_H, -1)):
    m = line(mass, MID)
    expected_force = -sign * edge[1] + 1.5 * KT * mass[1] / m
    for tau_slope in (0.0, 1.0):
        mobility = TAU * (1 + 2.5 * tau_slope) / m
        for gradient in (2e-4, -5e-4):
            flux, force = kinetic_flux(edge, mass, sign, n_mid, gradient, tau_slope)
            expected = mobility * n_mid * (expected_force - KT * gradient)
            assert abs(force - expected_force) < 1e-4 * abs(expected_force)
            assert abs(flux - expected) < 1e-3 * abs(expected)

# Equilibrium: insert the density gradient found by diagonalization
mobility = TAU / m_mid
edge_flux = -mobility * n_mid * EDGE_C[1]
dos_flux = mobility * n_mid * dos_force
diffusion_flux = -mobility * n_mid * KT * slope_quantum
net_flux, _ = kinetic_flux(EDGE_C, MASS_E, 1, n_mid, slope_quantum)
assert abs(net_flux) < 0.02 * dos_flux
assert abs(edge_flux + diffusion_flux) > 0.9 * dos_flux

# Equilibrium holes: density gradient from a direct momentum integral
k_grid = np.linspace(0, 0.25, 4001)


def hole_density(position):
    exponent = (line(EDGE_V, position) - line(EDGE_V, MID)
                - k_grid**2 / (2 * line(MASS_H, position))) / KT
    return np.sum(k_grid**2 * np.exp(exponent))


hole_slope = np.log(hole_density(MID + 20) / hole_density(MID - 20)) / 40
hole_flux, hole_force = kinetic_flux(EDGE_V, MASS_H, -1, n_mid, hole_slope)
hole_dos_force = 1.5 * KT * MASS_H[1] / line(MASS_H, MID)
hole_scale = TAU / line(MASS_H, MID) * n_mid * hole_dos_force
assert abs(hole_flux) < 1e-3 * hole_scale

hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
field = hartree / (const.e * bohr) / 1e5
current = const.e * hartree / const.hbar / bohr**2 / 1e4
false_current = -(edge_flux + diffusion_flux) * current
ordering_energy = log_mass_slope**2 / (2 * m_mid)
assert ordering_energy < 1e-3 * KT

print(f"Grading length [bohr]: {LENGTH:.0f}")
print(f"Grading length [micrometre]: {LENGTH*bohr*1e6:.4f}")
print(f"Thermal energy [hartree]: {KT:.4f}")
print(f"Temperature [K]: {KT*hartree/const.k:.1f}")
print(f"Fermi level [hartree]: {FERMI:.4f}")
print(f"Relaxation time [a.u.]: {TAU:.0f}")
print(f"Ec at midpoint [hartree]: {line(EDGE_C, MID):.4f}")
print(f"Electron mass at midpoint [electron masses]: {m_mid:.4f}")
print(f"Hole mass at midpoint [electron masses]: {line(MASS_H, MID):.4f}")
print(f"(ln m)' at midpoint [1/bohr]: {log_mass_slope:.4e}")
print(f"Ordering energy at midpoint [hartree]: {ordering_energy:.2e}")
print(f"Electron edge force [hartree/bohr]: {-EDGE_C[1]:.4e}")
print(f"Electron density-of-states force [hartree/bohr]: {dos_force:.4e}")
print(f"Electron mean force [hartree/bohr]: {mean_force:.4e}")
print(f"Electron mean force / e [kV/cm]: {mean_force*field:.4f}")
print(f"Hole edge force [hartree/bohr]: {EDGE_V[1]:.4e}")
print(f"Hole density-of-states force [hartree/bohr]: {hole_dos_force:.4e}")
print(f"Hole mean force, quadrature [hartree/bohr]: {hole_force:.4e}")
print(f"Largest relative density deviation, interior: {deviation:.2e}")
print(f"Equilibrium density, diagonalization [1/bohr^3]: {n_mid:.4e}")
print(f"Equilibrium density [1/cm^3]: {n_mid/(bohr*100)**3:.3e}")
print(f"(ln n)', diagonalization [1/bohr]: {slope_quantum:.5e}")
print(f"(ln n)', formula [1/bohr]: {mean_force/KT:.5e}")
print(f"Mobility [a.u.]: {mobility:.1f}")
print(f"Edge flux [a.u.]: {edge_flux:.4e}")
print(f"Density-of-states flux [a.u.]: {dos_flux:.4e}")
print(f"Diffusion flux [a.u.]: {diffusion_flux:.4e}")
print(f"Net Boltzmann flux / density-of-states flux: {net_flux/dos_flux:.1e}")
print(f"False charge current if term omitted [A/cm^2]: {false_current:.1f}")
print("all good")
```

Output:

```
Packet duration [a.u. of time]: 9000.0
flat edge: x start, end, path [bohr]: 2500.0, 5869.8, 5880.8
flat edge: k start, end [1/bohr]: 0.03000, 0.03382
flat edge: k path, path without mass force [1/bohr]: 0.03381, 0.03000
flat edge: velocity start, end [a.u.]: 0.3989, 0.3536
flat edge: k ratio, velocity ratio, sqrt(mass ratio): 1.1274, 0.8864, 1.1268
conduction: x start, end, path [bohr]: 2500.0, 5687.6, 5696.5
conduction: k start, end [1/bohr]: 0.03000, 0.02983
conduction: k path, path without mass force [1/bohr]: 0.02982, 0.02640
conduction: velocity start, end [a.u.]: 0.3989, 0.3158
valence: x start, end, path [bohr]: 2500.0, 4028.9, 4038.4
valence: k start, end [1/bohr]: -0.04000, -0.03951
valence: k path, path without mass force [1/bohr]: -0.03952, -0.03820
valence: velocity start, end [a.u.]: 0.1766, 0.1634
Grading length [bohr]: 10000
Grading length [micrometre]: 0.5292
Thermal energy [hartree]: 0.0010
Temperature [K]: 315.8
Fermi level [hartree]: -0.0040
Relaxation time [a.u.]: 2000
Ec at midpoint [hartree]: 0.0020
Electron mass at midpoint [electron masses]: 0.0900
Hole mass at midpoint [electron masses]: 0.2500
(ln m)' at midpoint [1/bohr]: 6.6667e-05
Ordering energy at midpoint [hartree]: 2.47e-08
Electron edge force [hartree/bohr]: -4.0000e-07
Electron density-of-states force [hartree/bohr]: 1.0000e-07
Electron mean force [hartree/bohr]: -3.0000e-07
Electron mean force / e [kV/cm]: -1.5427
Hole edge force [hartree/bohr]: -2.0000e-07
Hole density-of-states force [hartree/bohr]: 6.0000e-08
Hole mean force, quadrature [hartree/bohr]: -1.4000e-07
Largest relative density deviation, interior: 1.40e-03
Equilibrium density, diagonalization [1/bohr^3]: 2.6907e-10
Equilibrium density [1/cm^3]: 1.816e+15
(ln n)', diagonalization [1/bohr]: -2.99919e-04
(ln n)', formula [1/bohr]: -3.00000e-04
Mobility [a.u.]: 22222.2
Edge flux [a.u.]: -2.3917e-12
Density-of-states flux [a.u.]: 5.9794e-13
Diffusion flux [a.u.]: 1.7933e-12
Net Boltzmann flux / density-of-states flux: -8.1e-04
False charge current if term omitted [A/cm^2]: 141.5
all good
```
